# Exact electron-only electrostatics of an undoped symmetric double-gate film: a program that tests the result

```python
"""
Result under test: electrostatics of an undoped symmetric double-gate film.
With u = e(phi - V)/kT and electron density n = n_i exp(u), the claim is
    u(x) = 2 ln(2 beta/(k_i w)) - 2 ln cos(2 beta x/w),
    e Vg/(2 kT) = ln(2/(k_i w)) + ln beta - ln cos beta + 2 r beta tan beta,
    N = 2 beta tan beta/(pi ell w).
Gaussian units: ell = e^2/(kappa_s kT), k_i = sqrt(2 pi ell n_i),
r = kappa_s t/(kappa_o w). phi: potential; V: electron quasi-Fermi potential;
w, t: film and insulator thickness; kappa_s, kappa_o: their permittivities;
Vg: gate voltage less flat-band offset less V; N: electrons per unit area.
Lengths are in nm and energies in eV inside the program.
The independent side is a finite-volume solution from gate to gate.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

temperature = 300.0
film_width, oxide_width = 20.0, 2.0
kappa_s, kappa_o = 12.0, 4.0
n_i = 1.0e10 * 1e-21                      # nm^-3
kT = const.k * temperature / const.e      # eV
e_squared = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
ell = e_squared / (kappa_s * kT)
k_i = np.sqrt(2 * np.pi * ell * n_i)
ratio = kappa_s * oxide_width / (kappa_o * film_width)
thermal_length = np.sqrt(2 * np.pi * hbar2_over_m / kT)
band_density = 2 / thermal_length**3      # one spin-degenerate valley


def gate_root(gate):
    """Solve the transcendental gate condition for beta."""
    def mismatch(b):
        return (np.log(2 / (k_i * film_width)) + np.log(b) - np.log(np.cos(b))
                + 2 * ratio * b * np.tan(b) - gate / (2 * kT))
    return brentq(mismatch, 1e-12, np.pi / 2 - 1e-12,
                  xtol=1e-18, rtol=1e-13, maxiter=1000)


def formula_potential(beta, x):
    return (2 * np.log(2 * beta / (k_i * film_width))
            - 2 * np.log(np.cos(2 * beta * x / film_width)))


def formula_sheet(beta):
    return 2 * beta * np.tan(beta) / (np.pi * ell * film_width)


def formula_capacitance(beta):
    growth = np.tan(beta) + beta / np.cos(beta)**2
    return 2 * ratio * growth / (1 / beta + np.tan(beta) + 2 * ratio * growth)


def boltzmann(u):
    n = n_i * np.exp(u)
    return n, n


def with_holes(u):
    return 2 * n_i * np.sinh(u), 2 * n_i * np.cosh(u)


def fermi_dirac(u):
    """Density and its u-derivative by quadrature over s = sqrt(energy/kT)."""
    s = np.linspace(0.0, 7.5, 301)
    eta = u + np.log(n_i / band_density)
    occupation = 1 / (1 + np.exp(s[None, :]**2 - eta[:, None]))
    factor = band_density * 4 / np.sqrt(np.pi) * (s[1] - s[0])
    return (factor * (occupation @ s**2),
            factor * ((occupation * (1 - occupation)) @ s**2))


def solve_stack(gate, density=boltzmann, width=film_width, step=0.02):
    """Newton solution of Gauss's law on insulator + film + insulator."""
    n_ox, n_film = round(oxide_width / step), round(width / step)
    film = slice(n_ox, n_ox + n_film + 1)
    size = n_film + 2 * n_ox + 1
    face = np.full(size - 1, kappa_o / kappa_s)
    face[n_ox:n_ox + n_film] = 1.0
    weight = np.zeros(size)
    weight[film] = 1.0
    weight[[n_ox, n_ox + n_film]] = 0.5
    u = np.full(size, gate / kT)
    source = 4 * np.pi * ell * step**2 * weight[1:-1]
    for _ in range(400):
        rho, slope = density(u[1:-1])
        residual = np.diff(face * np.diff(u)) - source * rho
        bands = np.zeros((3, size - 2))
        bands[0, 1:] = face[1:-1]
        bands[1] = -(face[:-1] + face[1:]) - source * slope
        bands[2, :-1] = face[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    x = np.linspace(-width / 2, width / 2, n_film + 1)
    sheet = step * np.sum(weight * density(u)[0])
    return x, u[film], sheet


print(f"temperature {temperature:.0f} K; kT = {kT*1000:.3f} meV")
print(f"film width {film_width:.0f} nm; insulator width {oxide_width:.0f} nm")
print(f"permittivities: film {kappa_s:.0f}, insulator {kappa_o:.0f}")
print(f"n_i = {n_i*1e21:.1e} cm^-3; r = {ratio:.3f}")
print(f"e^2 = {e_squared:.5f} eV nm; ell = {ell:.4f} nm")
print(f"k_i = {k_i:.4e} nm^-1; ln(2/(k_i w)) = "
      f"{np.log(2/(k_i*film_width)):.4f}")

# Potential, first integral and sheet density against the numerical solution
worst_u = worst_sheet = 0.0
for gate in (0.3, 0.5, 0.7):
    beta = gate_root(gate)
    x, u, sheet = solve_stack(gate)
    worst_u = max(worst_u, np.max(np.abs(u - formula_potential(beta, x))))
    worst_sheet = max(worst_sheet, abs(sheet / formula_sheet(beta) - 1))
    assert np.max(np.abs(u - u[::-1])) < 1e-6
    slope = np.gradient(u, x)[1:-1]
    first_integral = 4 * k_i**2 * (np.exp(u) - np.exp(u.min()))[1:-1]
    assert np.max(np.abs(slope**2 - first_integral)) < 1e-3 * max(slope**2)
    centre = formula_potential(beta, 0.0)
    surface = formula_potential(beta, film_width / 2)
    print(f"Vg = {gate:.1f} V: beta = {beta:.5f}")
    print(f"  phi-V: centre {centre*kT:.5f} V, surface {surface*kT:.5f} V")
    print(f"  insulator drop {gate-surface*kT:.5f} V")
    print(f"  n: centre {n_i*np.exp(centre)*1e21:.4e} cm^-3, "
          f"surface {n_i*np.exp(surface)*1e21:.4e} cm^-3")
    print(f"  N = {formula_sheet(beta)*1e14:.4e} cm^-2")
assert worst_u < 2e-4 and worst_sheet < 3e-4
print(f"largest |u formula - u numerical| = {worst_u:.1e} (no unit)")
print(f"largest relative difference in N = {worst_sheet:.1e}")

beta = gate_root(0.7)
print(f"terms at 0.7 V: e Vg/(2kT) = {0.7/(2*kT):.4f}")
print(f"  ln beta = {np.log(beta):.4f}; -ln cos beta = "
      f"{-np.log(np.cos(beta)):.4f}")
print(f"  2 r beta tan beta = {2*ratio*beta*np.tan(beta):.4f}")
print(f"electron charge magnitude at 0.7 V = "
      f"{formula_sheet(beta)*1e14*const.e*1e6:.4f} microcoulomb/cm^2")

# Weak inversion: exponential law, proportionality to width, gate swing
low = solve_stack(0.15)[2]
high = solve_stack(0.20)[2]
thin = solve_stack(0.20, width=film_width / 2)[2]
swing = 50 / np.log10(high / low)
assert abs(high / (n_i * film_width * np.exp(0.20 / kT)) - 1) < 1e-3
assert abs(high / thin - 2) < 2e-3
assert abs(swing / (1000 * kT * np.log(10)) - 1) < 1e-3
print(f"numerical swing, 0.15 to 0.20 V: {swing:.3f} mV/decade")
print(f"(kT/e) ln 10 = {1000*kT*np.log(10):.3f} mV/decade")
print(f"numerical N(20 nm)/N(10 nm) at 0.20 V = {high/thin:.4f}")

# Strong inversion: centre density saturates (mathematical limit of the model)
limit = np.pi / (2 * ell * film_width**2)
x, u, sheet = solve_stack(3.0)
centre_fraction = n_i * np.exp(u[len(u) // 2]) / limit
beta_strong = gate_root(3.0)
assert 0.95 < centre_fraction < 1.0
assert abs(centre_fraction / (2 * beta_strong / np.pi)**2 - 1) < 5e-3
assert abs(sheet / formula_sheet(beta_strong) - 1) < 5e-3
print(f"saturated centre density = {limit*1e21:.4e} cm^-3")
print(f"saturated centre phi-V = {kT*np.log(limit/n_i):.5f} V")
print(f"numerical centre density/limit at 3 V = {centre_fraction:.3f}")

# Gate capacitance relative to both insulators, by numerical differentiation
for gate, tolerance in ((0.7, 2e-3), (3.0, 1e-2)):
    shift = 0.002
    numerical = (solve_stack(gate + shift)[2] - solve_stack(gate - shift)[2])
    numerical *= (2 * np.pi * e_squared * oxide_width / kappa_o) / (2 * shift)
    predicted = formula_capacitance(gate_root(gate))
    assert abs(numerical / predicted - 1) < tolerance
    print(f"capacitance/insulator value at {gate:.1f} V: formula "
          f"{predicted:.4f}, numerical {numerical:.4f}")
assert formula_capacitance(beta_strong) > 0.95

# Holes, in equilibrium (V = 0)
for gate in (0.0, 0.5):
    x, u, _ = solve_stack(gate, with_holes)
    assert np.max(np.abs(u - formula_potential(gate_root(gate), x))) < 2e-4
x, u, _ = solve_stack(-0.6, with_holes)
electron_only = kT * formula_potential(gate_root(-0.6), 0.0)
hole_centre = kT * u[len(u) // 2]
assert hole_centre - electron_only > 0.05
print(f"centre phi at Vg = -0.6 V, V = 0: electron-only "
      f"{electron_only:.4f} V, with holes {hole_centre:.4f} V")

# Degeneracy, with the free-electron mass and one valley
dilute = np.array([5.0])
assert abs(fermi_dirac(dilute)[0][0] / boltzmann(dilute)[0][0] - 1) < 1e-6
degenerate_sheet = solve_stack(0.7, fermi_dirac)[2]
assert degenerate_sheet < solve_stack(0.7)[2]
surface_density = n_i * np.exp(formula_potential(beta, film_width / 2))
print(f"effective density of states = {band_density*1e21:.4e} cm^-3")
print(f"surface n/density of states at 0.7 V = "
      f"{surface_density/band_density:.3f}")
print(f"N at 0.7 V with Fermi-Dirac statistics = "
      f"{degenerate_sheet*1e14:.4e} cm^-2")
print(f"  relative change from Boltzmann = "
      f"{100*(degenerate_sheet/formula_sheet(beta)-1):.2f} percent")

# Size quantization in a flat film with hard walls
print(f"thermal wavelength = {thermal_length:.4f} nm")
for width in (20.0, 10.0, 5.0):
    ground = np.pi**2 * hbar2_over_m / (2 * width**2)
    levels = ground * np.arange(1, 400)**2
    fraction = thermal_length / width * np.sum(np.exp(-levels / kT))
    assert abs(fraction - (1 - thermal_length / (2 * width))) < 1e-4
    print(f"w = {width:.0f} nm: lowest level {1000*ground:.3f} meV, "
          f"quantum/classical count {fraction:.4f}")

print("finished without a failed check")
```

Printed output:

```
temperature 300 K; kT = 25.852 meV
film width 20 nm; insulator width 2 nm
permittivities: film 12, insulator 4
n_i = 1.0e+10 cm^-3; r = 0.300
e^2 = 1.43996 eV nm; ell = 4.6417 nm
k_i = 1.7078e-05 nm^-1; ln(2/(k_i w)) = 8.6752
Vg = 0.3 V: beta = 0.05634
  phi-V: centre 0.29982 V, surface 0.29990 V
  insulator drop 0.00010 V
  n: centre 1.0883e+15 cm^-3, surface 1.0917e+15 cm^-3
  N = 2.1789e+09 cm^-2
Vg = 0.5 V: beta = 0.88765
  phi-V: centre 0.44238 V, surface 0.46617 V
  insulator drop 0.03383 V
  n: centre 2.7016e+17 cm^-3, surface 6.7802e+17 cm^-3
  N = 7.4792e+11 cm^-2
Vg = 0.7 V: beta = 1.32499
  phi-V: centre 0.46309 V, surface 0.53616 V
  insulator drop 0.16384 V
  n: centre 6.0196e+17 cm^-3, surface 1.0166e+19 cm^-3
  N = 3.6217e+12 cm^-2
largest |u formula - u numerical| = 3.6e-05 (no unit)
largest relative difference in N = 5.7e-06
terms at 0.7 V: e Vg/(2kT) = 13.5386
  ln beta = 0.2814; -ln cos beta = 1.4133
  2 r beta tan beta = 3.1688
electron charge magnitude at 0.7 V = 0.5803 microcoulomb/cm^2
numerical swing, 0.15 to 0.20 V: 59.530 mV/decade
(kT/e) ln 10 = 59.526 mV/decade
numerical N(20 nm)/N(10 nm) at 0.20 V = 1.9999
saturated centre density = 8.4603e+17 cm^-3
saturated centre phi-V = 0.47189 V
numerical centre density/limit at 3 V = 0.974
capacitance/insulator value at 0.7 V: formula 0.7694, numerical 0.7694
capacitance/insulator value at 3.0 V: formula 0.9783, numerical 0.9785
centre phi at Vg = -0.6 V, V = 0: electron-only -0.6000 V, with holes -0.4575 V
effective density of states = 2.5094e+19 cm^-3
surface n/density of states at 0.7 V = 0.405
N at 0.7 V with Fermi-Dirac statistics = 3.5913e+12 cm^-2
  relative change from Boltzmann = -0.84 percent
thermal wavelength = 4.3035 nm
w = 20 nm: lowest level 0.940 meV, quantum/classical count 0.8924
w = 10 nm: lowest level 3.760 meV, quantum/classical count 0.7848
w = 5 nm: lowest level 15.041 meV, quantum/classical count 0.5697
finished without a failed check
```
